# Exposure Latitude from the Logarithmic Image Slope at a Resist Edge

## The decision: a dose sweep or one slope

A process-window calculation must decide, for every feature, whether to re-solve the resist edge over a range of doses or to take one derivative of the image and infer the dose sensitivity from it. The derivative suffices for small dose changes, provided that it is evaluated at the printed edge and that the resist acts as a local threshold. This appendix derives the rule, its leading corrections and its replacement when blur follows a nonlinear exposure.

Let \(I(x)\) be the image intensity relative to a large clear area, \(D\) the clear-field dose, and \(E_\mathrm{th}\) a fixed threshold dose. The image shape is independent of \(D\). An edge \(x_e\) satisfies

\[
D\,I(x_e)=E_\mathrm{th}. \tag{1}
\]

The resist is positive: material exposed above threshold is removed, so a dark image region leaves a line. Define

\[
u(x)=\ln I(x),\qquad L=u'(x_e)=\frac{I'(x_e)}{I(x_e)} .
\]

Here \(L\) is a signed inverse length. For a line of printed width \(w\) whose two edges have equal \(|L|\), the normalized image log-slope is \(N=w|L|\), usually called NILS.

## Motion of one edge

The logarithm of (1) is

\[
u(x_e)+\ln D=\ln E_\mathrm{th}.
\]

If \(I>0\), \(I\) is smooth and \(u'(x_e)\neq0\), the implicit function theorem gives a smooth edge position \(x_e(\ln D)\) near the starting dose. Differentiating with respect to \(\ln D\) gives

\[
u'(x_e)\frac{dx_e}{d\ln D}+1=0,
\qquad
\boxed{\frac{dx_e}{d\ln D}=-\frac1L}. \tag{2}
\]

Since \(d\ln D=dD/D\), a small fractional dose change \(f\) moves the edge by \(-f/L\). Where intensity rises with \(x\), \(L>0\) and extra dose moves the edge towards smaller \(x\), into the dark region. A constant factor multiplying \(I\) adds a constant to \(u\) and leaves \(L\) unchanged. The normalization therefore affects the dose needed to print the feature, but not its fractional sensitivity.

In code, \(L\) can be obtained from a central difference, \([\ln I(x_e+a)-\ln I(x_e-a)]/(2a)\), with \(a\) small compared with the distance over which the slope changes.

### Error of the linear rule

A second differentiation, with \(x_e'=dx_e/d\ln D\), gives

\[
u''(x_e')^2+u'x_e''=0,
\qquad x_e''=-\frac{u''}{(u')^3}.
\]

For a finite change put \(s=\ln(1+f)=f-f^2/2+O(f^3)\). Then

\[
\delta x=-\frac{s}{u'}-\frac{u''s^2}{2(u')^3}+O(s^3)
=-\frac f{u'}+\frac{f^2}{2u'}-\frac{u''f^2}{2(u')^3}+O(f^3).
\]

Substituting \(u''=I''/I-(u')^2\) turns the last term into \(-I''f^2/[2I(u')^3]+f^2/(2u')\), so

\[
\delta x=-\frac f{L}+\frac{f^2}{L}-\frac{I''f^2}{2IL^3}+O(f^3). \tag{3}
\]

The linear rule needs \(|f|\,|1-I''/(2IL^2)|\ll1\). Even where the intensity is locally a straight line, \(I''=0\), a relative error of order \(|f|\) remains, because the required intensity varies as \(1/D\).

### Where the slope vanishes

At the centre of a symmetric dark line \(u'=0\). Suppose that \(I\) has its only minimum within the line there, as in the two-beam image below. Let \(D_v\) be the dose at which this minimum reaches threshold. Near the centre, \(u\approx\ln(E_\mathrm{th}/D_v)+u''x^2/2\) with \(u''>0\). The edge condition becomes

\[
\frac{u''x^2}{2}=\ln\frac{D_v}{D},
\qquad
w=2\sqrt{\frac{2}{u''}\ln\frac{D_v}{D}} .
\]

The width follows a square root and its dose derivative diverges as \(D\to D_v\) from below. Above \(D_v\) there is no line. Equation (2) cannot be extrapolated through this point.

## From edge motion to linewidth

A dark line has a falling left edge, \(L_L<0\), and a rising right edge, \(L_R>0\). With \(w=x_R-x_L\),

\[
\frac{dw}{d\ln D}=-\frac1{L_R}+\frac1{L_L}
=-\left(\frac1{|L_R|}+\frac1{|L_L|}\right). \tag{4}
\]

The centre moves at the rate

\[
\frac{d}{d\ln D}\frac{x_R+x_L}{2}
=\frac12\left(\frac1{|L_L|}-\frac1{|L_R|}\right).
\]

For a bright space both slope signs reverse and its width grows with dose. For a dark line with equal slope magnitudes,

\[
\frac{dw}{d\ln D}=-\frac2{|L|},
\qquad
\frac{dw}{w}=-\frac2N\frac{dD}{D}. \tag{5}
\]

The factor 2 counts the two moving edges.

With unequal slopes, (4) adds reciprocals, so the arithmetic mean slope is the wrong input. Take the test image \(I=0.35-0.30\cos kx+0.08\sin2kx\), with \(k=2\pi/(100\ \mathrm{nm})\), cut at intensity 0.36. The slope magnitudes are 0.08025 nm⁻¹ on the left and 0.02458 nm⁻¹ on the right. Their reciprocals are 12.46 and 40.68 nm, so \(dw/d\ln D=-53.14\) nm and the centre moves at \(-14.11\) nm per unit \(\ln D\). The equivalent single slope is \(2/53.14=0.0376\) nm⁻¹, whereas the arithmetic mean is 0.0524 nm⁻¹. A dose error in such an image is also a placement error.

## Exposure latitude

Let the allowed width be \(w(1\pm\eta)\). Exposure latitude \(\mathrm{EL}\) here means the full allowed dose range divided by the nominal dose, not the half-range. For a symmetric line each edge may move by \(\delta=\eta w/2\).

Consider the right edge at \(x_0\), where \(u'>0\). By (1), the dose that places it at \(x\), relative to nominal, is

\[
g(x)=\frac{I(x_0)}{I(x)}=e^{-[u(x)-u(x_0)]}.
\]

Its successive derivatives are

\[
g'=-u'g,\qquad g''=\left[(u')^2-u''\right]g,
\]
\[
g'''=\left[-u'''+2u'u''\right]g-u'\left[(u')^2-u''\right]g
=\left[-u'''+3u'u''-(u')^3\right]g .
\]

At \(x_0\), \(g=1\). The narrow limit \(x_0-\delta\) needs the higher dose, hence

\[
\mathrm{EL}=g(x_0-\delta)-g(x_0+\delta)
=-2\delta g'(x_0)-\frac{\delta^3}{3}g'''(x_0)+O(\delta^5).
\]

The even terms cancel in the difference. Inserting the derivatives,

\[
\mathrm{EL}=2\delta u'+\frac{\delta^3}{3}
\left[u'''-3u'u''+(u')^3\right]+O(\delta^5). \tag{6}
\]

Because \(2\delta u'=\eta wL=\eta N\), the leading result is

\[
\boxed{\mathrm{EL}\simeq\eta N}. \tag{7}
\]

For a ±10 % width tolerance, the latitude in per cent is about \(10N\). The separate dose margins are

\[
g(x_0\mp\delta)-1=\pm\delta u'+\frac{\delta^2}{2}\left[(u')^2-u''\right]+O(\delta^3). \tag{8}
\]

The quadratic term cancels from the full range but not from either margin. A controller allowed equal positive and negative dose errors must use the smaller margin.

## A two-beam image

Take a thin binary mask of pitch \(p\) with an opaque line of width \(w_m\) centred at \(x=0\). The mask width \(w_m\) is fixed; the printed width \(w\) depends on dose. The diffraction amplitudes are

\[
a_0=1-\frac{w_m}{p},
\]
\[
a_n=\frac1p\int_{w_m/2}^{p-w_m/2}\cos\frac{2\pi nx}{p}\,dx
=-\frac{\sin(\pi nw_m/p)}{\pi n}\quad(n\neq0).
\]

The sine part of the Fourier integral vanishes by mirror symmetry.

The example uses 193 nm light, numerical aperture 1.35, \(p=100\) nm and \(w_m=50\) nm. In units of the pupil radius, adjacent orders are separated by \(193/(100\times1.35)=1.430\). Dipole poles centred at ±0.715, with half-width 0.10 along \(x\), therefore pass the zero order and one first order; all other orders fall outside the pupil. The electric field lies along the lines, so the two beams have parallel fields. At focus, with \(k=2\pi/p\),

\[
I=\left|a_0+a_1e^{\pm ikx}\right|^2=B-M\cos kx,
\]
\[
B=a_0^2+a_1^2,\qquad M=-2a_0a_1 .
\]

The two signs belong to the two poles and give the same intensity. High-aperture obliquity factors, which unbalance the beams for source points off the pole centre, are neglected; in this example they would lower \(N\) by about 0.2 %. The log-slope is

\[
L(x)=\frac{Mk\sin kx}{B-M\cos kx}. \tag{9}
\]

Here \(a_0=0.5000\), \(a_1=-0.3183\), \(B=0.3513\) and \(M=0.3183\). At the edge \(x=25\) nm, \(\cos kx=0\) and

\[
L=\frac{0.3183\times0.06283}{0.3513}=0.0569\ \mathrm{nm^{-1}},
\qquad N=50L=2.85 .
\]

For equal printed lines and spaces, \(wk=\pi\), so \(N=\pi M/B\). Since \(2|a_0a_1|\le a_0^2+a_1^2\), this two-beam image cannot exceed \(N=\pi\) at that width; equality needs equal beam amplitudes.

### Dose response

The nominal dose is chosen as 25 mJ/cm², which sets \(E_\mathrm{th}=25\times0.3513=8.78\) mJ/cm². One per cent more dose moves each edge by \(-0.01/0.0569=-0.176\) nm along its outward direction, and the line narrows by 0.35 nm. At +10 %, the linear rule predicts 46.49 nm, while a root search on (1) gives 46.80 nm. At this edge \(I''=0\), so (3) reduces the linear width change of −3.51 nm by the factor \(1-0.10\), giving 46.84 nm. This slightly overcorrects; the remaining 0.04 nm comes from higher orders in \(f\).

The slope must follow the printed edge. With mask and threshold fixed:

| Dose (mJ/cm²) | Printed \(w\) (nm) | \(L\) (nm⁻¹) | \(dw/d\ln D\) (nm) |
|---:|---:|---:|---:|
| 34.72 | 40 | 0.0752 | −26.6 |
| 25.00 | 50 | 0.0569 | −35.1 |
| 19.53 | 60 | 0.0423 | −47.3 |

The response column comes from root searches at \(\ln D\) shifted by \(\pm10^{-4}\); it agrees with \(-2/L\) to better than one part in \(10^5\). The 40 and 60 nm edges have the same \(I'\), because \(\sin kx\) is equal at 20 and 30 nm. Their log-slopes differ because the intensity at the narrower line's edge is lower.

The zeros of (9), where the intensity is extreme, mark the end of the rule. The darkest intensity is \((0.5000-0.3183)^2=0.0330\), so the line vanishes near \(8.78/0.0330\approx266\) mJ/cm². The brightest is \((0.8183)^2=0.670\), so the space closes near 13.1 mJ/cm².

### Latitude

For \(\eta=0.10\), (7) gives 28.5 %. To evaluate the correction, use \(I''=0\) and \(I'''=-k^2I'\) at this edge. Differentiating \(u'=I'/I\) twice then gives

\[
u''=-L^2,\qquad u'''=-k^2L+2L^3 .
\]

The bracket in (6) becomes \(6L^3-k^2L=8.8\times10^{-4}\) nm⁻³. With \(\delta=2.5\) nm, the cubic term is \(5.21\times8.8\times10^{-4}=0.0046\), raising the latitude to 28.9 %. A search for the doses that print 45 and 55 nm also gives 28.9 %.

Those doses are 29.13 and 21.90 mJ/cm², margins of +16.5 % and −12.4 %. Equation (8) explains the imbalance: its quadratic term is \(\delta^2L^2=0.020\), which raises both signed margins by two percentage points. A symmetric dose error must therefore stay within ±12.4 %, not half the full latitude, ±14.5 %.

## When the resist is not a simple threshold

Suppose exposure produces a local response \(h(DI)\) that increases strictly with its argument. A fixed response threshold corresponds to one value of \(DI\), so (1) and (2) still hold. The nonlinearity of \(h\) alone does not alter exposure latitude.

This argument fails if blur follows the nonlinear exposure. For a normalized blur kernel \(G\),

\[
H(x,D)=\int G(y)\,h[D I(x-y)]\,dy .
\]

Holding \(H\) fixed at the edge gives \(H_x\,dx_e+H_{\ln D}\,d\ln D=0\), and hence

\[
\frac{dx_e}{d\ln D}=-\frac1{L_\mathrm{eff}},
\qquad L_\mathrm{eff}=\frac{\partial H/\partial x}{\partial H/\partial\ln D}. \tag{10}
\]

For linear \(h\), \(L_\mathrm{eff}\) is the log-slope of the blurred image. A Gaussian of standard deviation \(\sigma\) multiplies the cosine by \(e^{-k^2\sigma^2/2}\) and leaves \(B\) unchanged. For \(\sigma=10\) nm the factor is 0.821, and \(N\) falls from 2.85 to 2.34.

For saturating exposure, \(h=1-e^{-CDI}\), the common factor \(CD\) cancels in (10):

\[
L_\mathrm{eff}=\frac{\langle I'e^{-CDI}\rangle}{\langle Ie^{-CDI}\rangle},
\]

where brackets denote the blur average about the edge. With \(C=0.05\) cm²/mJ and the threshold reset to keep 50 nm at 25 mJ/cm², the effective \(N\) is 2.57, about 10 % above the linear-blur value.

The increase follows from an expansion in \(CDM\), which is 0.40 here. Around this edge write \(I=B+M\sin\theta\), with \(\theta\) symmetrically distributed and \(I'\propto\cos\theta\). The factor \(e^{-CDB}\) cancels exactly between numerator and denominator, leaving the weight \(e^{-CDM\sin\theta}\approx1-CDM\sin\theta\). By symmetry \(\langle\sin\theta\rangle=\langle\sin\theta\cos\theta\rangle=0\), so to first order in \(CDM\),

\[
L_\mathrm{eff}\simeq
\frac{\langle I'\rangle}
{B-CDM^2\langle\sin^2\theta\rangle}
\simeq\frac{\langle I'\rangle}{B}
\left(1+\frac{CDM^2}{B}\langle\sin^2\theta\rangle\right).
\]

Here \(\langle\sin^2\theta\rangle=(1-e^{-2k^2\sigma^2})/2=0.273\), so the last form gives an increase of 9.8 % and the first 10.9 %, against 10.2 % from the full ratio. An implementation that blurs the aerial image first would miss it.

## Other effects and the real process

The example lies in the regime of water-immersion ArF lithography. Its wavelength and aperture are those of that technology; the dose and resist parameters are rough values, and the 100 nm pitch is relaxed compared with the two-beam limit \(\lambda/(2\mathrm{NA})=71.5\) nm. Real chemically amplified resist breaks the local-threshold assumption through acid diffusion. With the assumed 10 nm linear blur, the leading latitude drops from 28.5 % to 23.4 %. Mask topography, quencher chemistry and development kinetics are not included, so these figures are model results rather than predictions for a particular resist.

The following estimates keep the printed width at 50 nm unless a width change is stated.

- **Defocus.** Source points away from a pole centre give the two beams a relative phase \(\phi\). The opposite pole supplies \(-\phi\), and their average multiplies the fringe by \(\cos\phi\). At 50 nm defocus in water, \(N=2.77\) for poles that are uniform slits along \(x\). The value depends on pole shape: disks of radius 0.10 give 2.79.
- **Flare.** A uniform background \(F\) gives \(I_F=(1-F)I+F\), hence \(L_F=L(1-F)I/[(1-F)I+F]\). For \(F=0.02\), \(N=2.69\).
- **Combined loss.** Linear blur, defocus and flare together give \(N=2.15\) and a leading latitude of 21.5 %.
- **Polarization.** In resist of index 1.70 each beam travels at 34.6° to the normal. Fields in the plane of incidence have scalar product \(\cos(2\times34.6^\circ)=0.356\). Unpolarized light, with equal transmission assumed for both polarizations, has fringe factor \((1+0.356)/2\), so \(N=1.93\). This is the largest single loss in \(N\) considered here.

Absorption acts mainly as a dose change with depth. For an absorption coefficient of 1.2 µm⁻¹ and a 100 nm film, the slanted path gives optical depth \(0.12/\cos34.6^\circ=0.146\). At pole centre the two beams attenuate equally, so the log-slope at a fixed position is unchanged, but the lower dose widens the line, in the image without blur, from 50 nm at the top to 55.5 nm at the bottom. With the finite poles focused at the top, defocus through the film raises this to about 55.9 nm. A substrate reflectance of 0.5 % produces an intensity swing of about \(\pm2\sqrt{0.005}=\pm14\) %. Without diffusion along the depth, the linear rule with the unblurred slope converts this into ±2.5 nm per edge. The swing is too large for the linear rule to be accurate: solving (1) gives −2.2 and +2.9 nm, or −2.66 and +3.55 nm with the 10 nm lateral blur. The 14 % applies near the substrate; absorption lowers it to about 12 % at the top.

The same rule converts random dose into edge noise. At threshold there are 85 photons/nm², of which 11.6 are absorbed. A two-dimensional Gaussian blur averages over \(4\pi\sigma^2=1257\) nm², because \(\int G^2\,dA=1/(4\pi\sigma^2)\). The relative count noise is \(1/\sqrt{11.6\times1257}=0.83\) %. Dividing by the blurred slope, \(2.337/50=0.0467\) nm⁻¹, gives 0.18 nm rms per edge. The two-dimensional blur pools photons over the whole film depth; a 10 nm blur in three dimensions averages over only \(2\sqrt\pi\,\sigma\approx35\) nm of depth and gives about 0.3 nm. This counts absorbed photons alone; randomness in acid generation and resist chemistry is left out.

The numerical output below lists the inputs and intermediate values.

## Values computed for the example and the checks

```
wavelength 193 nm; aperture 1.35
pitch 100 nm; line width 50 nm
dipole centre 0.7148, half-width 0.10 (pupil units)
order amplitudes a0 0.5000, a1 -0.3183
edge intensity 0.3513 of clear field
nominal dose 25.00 mJ/cm2; threshold 8.783 mJ/cm2
log-slope at edge 0.05693 1/nm; NILS 2.8464
second log derivative -3.2408e-03 1/nm2; third 1.4424e-04 1/nm3
edge shift for +1% dose, linear law -0.1757 nm
printed 40 nm: dose 34.72 mJ/cm2, L 0.07519 1/nm, dw/dlnD -26.60 nm
printed 50 nm: dose 25.00 mJ/cm2, L 0.05693 1/nm, dw/dlnD -35.13 nm
printed 60 nm: dose 19.53 mJ/cm2, L 0.04230 1/nm, dw/dlnD -47.28 nm
dose -10%: searched width 53.913 nm, linear 53.513 nm
dose -5%: searched width 51.850 nm, linear 51.757 nm
dose +1%: searched width 49.652 nm, linear 49.649 nm
dose +5%: searched width 48.326 nm, linear 48.243 nm
dose +10%: searched width 46.801 nm, linear 46.487 nm
latitude for +-10% width: eta*NILS 28.46 %
latitude with cubic term 28.92 %
latitude by dose search 28.93 %
dose limits 21.896 to 29.129 mJ/cm2
dose margins -12.41 %, +16.51 %
asymmetric test: left edge -25.346 nm, right 26.134 nm
asymmetric slopes -0.08025, 0.02458 1/nm
asymmetric dw/dlnD -53.14 nm; centre rate -14.11 nm
acid blur 10 nm: factor 0.8209, NILS 2.337
defocus 50 nm (water index 1.44): NILS 2.771
flare 2 %: NILS 2.690
blur, defocus and flare together: NILS 2.150, eta*NILS 21.5 %
resist index 1.70: beam angle 34.59 deg
TM interference factor 0.356; unpolarized NILS 1.929
exposure constant 0.050 cm2/mJ; local saturating response NILS 2.8464
saturation then blur: effective NILS 2.575
absorption 1.20 1/um; thickness 100 nm
optical depth 0.1458; bottom width 55.54 nm
substrate reflectance 0.50 %: dose swing +-14.1 %, edge +-2.48 nm (linear)
photon energy 6.424 eV
edge photons 85.3 per nm2; absorbed 11.57 per nm2
noise averaging area 1257 nm2
photon dose noise 0.83 %; edge noise 0.177 nm rms
```
